# Why strain raises silicon's electron mobility more than its saturation velocity

## The decision: which parameters should strain change?

A device calculation that moves from relaxed to strained silicon needs a new low-field mobility \(\mu\) and a saturation velocity \(v_s\), the plateau of the steady drift velocity at high field. If strain multiplies \(\mu\) by 2.4, should \(v_s\) be multiplied by 2.4 as well? In the model below the answer is no: at 100 kV/cm the velocity gain is only 5 to 7 per cent. The mobility gain consists of a mass factor and a scattering-time factor, and each fares differently when the electrons become hot.

## Model and conventions

The conduction band has six ellipsoidal valleys, in pairs along \(x\), \(y\) and \(z\). Biaxial tension in the \(xy\) plane lowers the \(z\) pair by \(\Delta\) relative to the other two. The force on an electron has magnitude \(eF\), with \(e>0\), and points along \(+x\); \(v\) is the drift velocity in that direction. Along \(x\), the \(y\) and \(z\) pairs have the light mass \(m_t\) and the \(x\) pair has the heavy mass \(m_l\).

The valleys are parabolic, the electrons nondegenerate, the field uniform and steady, and the lattice is at 300 K. \(E\) is the kinetic energy measured from a valley's own minimum, and \(g(E)\propto\sqrt E\) is the density of states, equal for all pairs. A scattering process has the rate

\[
\text{coupling}\times\sqrt{E'}\times
\begin{cases}N+1 & \text{(emission)}\\ N & \text{(absorption)}\end{cases}
\]

where \(E'\) is the final kinetic energy and \(N\) the thermal phonon number. The rate is zero if \(E'<0\). Acoustic and g-type processes keep an electron in its pair; f-type processes move it to another pair.

The parameters are round values, not fitted to silicon: \(m_t=0.2\) and \(m_l=0.9\) electron masses, \(\hbar\omega_f=50\) meV, \(\hbar\omega_g=60\) meV and \(\Delta=150\) meV. Acoustic phonons carry a representative 4 meV, which lets the electrons reach thermal equilibrium at low field. Strain does not alter the couplings.

## From the distribution to the velocity

Rescaling each wave-vector component by the square root of its mass turns the ellipsoids into spheres. With \(\theta\) the angle from \(x\) in these coordinates, an electron in valley pair \(j\) has \(v_x=\sqrt{2E/m_j}\cos\theta\), where \(m_j\) is the mass along \(x\). For weak anisotropy, write

\[
f=f_0(E)+f_1(E)\cos\theta .
\]

Scattering is assumed to randomize \(\theta\), so electrons scattered into a state carry no \(\cos\theta\) part. Collisions therefore remove \(f_1\cos\theta\) at the full scattering rate \(1/\tau\). The field changes \(f_0\) through the work rate \(eFv_x\), and the steady balance is

\[
eFv_x\frac{\partial f_0}{\partial E}=-\frac{f_1\cos\theta}{\tau}
\quad\Rightarrow\quad
f_1=-eF\tau\sqrt{\frac{2E}{m_j}}\,\frac{\partial f_0}{\partial E}.
\]

The average of \(\cos^2\theta\) over the sphere is 1/3, so the angular average of \(v_xf\) is

\[
\tfrac13\sqrt{\frac{2E}{m_j}}\,f_1=eF\tau\,\frac{2E}{3m_j}\left(-\frac{\partial f_0}{\partial E}\right).
\]

Integrating over energy, summing over pairs and dividing by the electron number gives

\[
v=eF\,\frac{\sum_j\int g\,\frac{2E}{3m_j}\,\tau_j\left(-\partial f_0/\partial E\right)dE}{\sum_j\int g f_0\,dE}. \tag{1}
\]

## Low field: mass and time both count in full

At low field \(f_0\) is thermal, so \(-\partial f_0/\partial E=f_0/kT\). Define

\[
\langle\tau\rangle=\frac{\int g\,(2E/3kT)\,\tau\,e^{-E/kT}dE}{\int g\,e^{-E/kT}dE}.
\]

**Mass.** Without strain the three pairs are equally filled and share the same \(\tau(E)\). Equation (1) becomes \(\mu_0=e\langle\tau\rangle/m_c\), with

\[
\frac1{m_c}=\frac13\left(\frac2{m_t}+\frac1{m_l}\right),\qquad m_c=0.270 .
\]

With strain, the thermal share of the lower pair is \(1/(1+2e^{-\Delta/kT})=0.994\). Nearly all electrons then have mass \(m_t\), which gives a factor \(m_c/m_t=0.270/0.2=1.35\).

**Scattering time.** An electron in the lower pair reaches a raised pair only if its kinetic energy exceeds \(\Delta-\hbar\omega_f=100\) meV for absorption, or \(\Delta+\hbar\omega_f=200\) meV for emission. Few electrons at \(kT=25.85\) meV qualify, and the mean f-type rate falls from 3.97 to 0.14 per ps.

To isolate this effect, confine the electrons to the lower pair and forbid f-processes. The mean time rises from 0.121 to 0.2205 ps, a factor 1.82. The strained case, with its few raised electrons and remaining f-processes, gives 1.80:

\[
\frac{\mu_{\rm strained}}{\mu_0}=1.35\times1.80=2.43,
\]

or 1919 against 790 cm²/(V s). The unstrained value lies well below the rough 1400 cm²/(V s) of pure silicon, so these couplings are too strong for a quantitative mobility.

## High field: overall scattering strength drops out

In a steady state the work done by the field equals the net power \(P\) given to phonons, \(eFv=P\). Define the hot mobility by \(v=\mu_{\rm hot}F\) and eliminate \(F=v/\mu_{\rm hot}\):

\[
v^2=\frac{\mu_{\rm hot}P}{e}.
\]

More scattering lowers \(\mu_{\rm hot}\) by destroying momentum faster, but raises \(P\) by emitting phonons faster. The two effects oppose each other.

A scaling argument makes this precise. In the Boltzmann equation the field term is proportional to \(F\), and the collision term, linear in \(f\) for nondegenerate electrons, is proportional to the couplings. Multiplying \(F\) and all couplings by the same number \(c\) leaves \(f\) unchanged, so

\[
v(F;\,c\times\text{couplings})=v(F/c;\,\text{couplings}).
\]

On a plateau, \(v(F/c)=v(F)\), and the velocity does not depend on \(c\). In the linear region, \(v\propto F/c\), and the mobility falls as \(1/c\). At 100 kV/cm, doubling all couplings multiplies the velocity by 0.86, while the mobility is halved. The velocity still changes because the plateau has not been fully reached.

## The plateau itself

Strain removes one type of scattering rather than rescaling all of it, so the plateau must be calculated. Let \(T_e\) be the electron temperature and take \(kT_e\gg\hbar\omega,\Delta,kT\). One collision then changes the energy by little compared with \(kT_e\), while f-processes keep exchanging electrons between pairs. To leading order all pairs share one \(f_0\).

Let \(A_i\) be the total coupling from a valley to all its final valleys through phonon \(i=f,g\), and \(A_{ac}\) the acoustic coupling, whose small energy loss is neglected here. For \(E\gg\hbar\omega_i\), emission and absorption add to

\[
\frac1\tau=B\sqrt E,\qquad B=A_{ac}+\sum_iA_i(2N_i+1).
\]

**Upward flow in energy.** Each electron gains energy at the rate \(eFv_x\). The number crossing energy \(E\) per unit time is \(g\) times the angular average of \(eFv_xf\). With \(g=\sqrt E\) and \(\tau=1/(B\sqrt E)\), the average over pairs is

\[
J_\uparrow=\sqrt E\;e^2F^2\,\frac{2E}{3m_c}\,\frac1{B\sqrt E}\left(-\frac{df_0}{dE}\right)
=\frac{2e^2F^2E}{3m_cB}\left(-\frac{df_0}{dE}\right).
\]

**Downward flow.** Emission carries an electron down past \(E\) if it starts within \(\hbar\omega_i\) above \(E\). The number per unit time is about \(\hbar\omega_i\,\sqrt E\,A_i(N_i+1)\sqrt E\,f_0\). Absorption carries electrons upward at about \(\hbar\omega_i A_iN_iEf_0\). The terms with \(N_i\) cancel in the difference:

\[
J_\downarrow=S\,E f_0,\qquad S=\sum_iA_i\hbar\omega_i .
\]

In a steady state no net flow crosses any energy, so \(J_\uparrow=J_\downarrow\). The factor \(E\) cancels, leaving a Maxwellian:

\[
-\frac1{f_0}\frac{df_0}{dE}=\frac{3m_cBS}{2e^2F^2}\equiv\frac1{kT_e}. \tag{2}
\]

Insert this into equation (1), using \(\int_0^\infty Ee^{-E/kT_e}dE=(kT_e)^2\) and \(\int_0^\infty\sqrt E\,e^{-E/kT_e}dE=\tfrac{\sqrt\pi}2(kT_e)^{3/2}\):

\[
v=\frac{2eF}{3m_cB\,kT_e}\,\frac{(kT_e)^2}{\frac{\sqrt\pi}2(kT_e)^{3/2}}
=\frac{4eF}{3\sqrt\pi\,m_cB\sqrt{kT_e}} .
\]

Equation (2) gives \(1/\sqrt{kT_e}=\sqrt{3m_cBS/2}\,/(eF)\). The field cancels, and squaring gives the prefactor \(\frac{16}{9\pi}\cdot\frac32=\frac8{3\pi}\):

\[
v_s^2=\frac8{3\pi}\,\frac{S}{B}\,\frac1{m_c}. \tag{3}
\]

The ratio \(S/B\) is an effective phonon energy per momentum-randomizing collision. An f-process has four final valleys, so \(A_f=4\times10^{13}\), while \(A_g=2\times10^{13}\) and \(A_{ac}=1.5\times10^{13}\), all in s⁻¹ eV⁻¹ᐟ². With \(N_f=0.169\) and \(N_g=0.109\),

\[
\frac SB=\frac{4(50)+2(60)}{1.5+4(1.338)+2(1.218)}\ \text{meV}=34.5\ \text{meV},
\]

and \(v_s=1.38\times10^7\) cm/s.

## Weighing the contributions on the plateau

**Without repopulation.** For electrons confined to the lower pair, \(m_c\) becomes \(m_t\) and the f-terms vanish:

\[
\frac SB=\frac{2(60)}{1.5+2(1.218)}\ \text{meV}=30.5\ \text{meV}.
\]

Equation (3) then gives the velocity ratio

\[
\sqrt{\frac{0.270}{0.2}}\times\sqrt{\frac{30.5}{34.5}}=1.16\times0.94=1.09 .
\]

The mass factor 1.35 survives only as its square root. The time factor 1.82 is replaced by 0.94: closing the f-channel removes energy loss as well as momentum loss, and here slightly more of the former. A mobility gain of 2.46 has become a plateau gain of 9 per cent before any electron returns to the raised valleys.

**With repopulation.** When \(kT_e\gg\Delta\), the strained electrons fill all pairs equally and can emit f-phonons again. Both \(m_c\) and \(S/B\) return to their unstrained values, and the remaining 9 per cent disappears.

Numerical solutions of the coupled energy equations at very high field agree with equation (3) to better than 0.5 per cent in all three cases. The unstrained and strained cases were solved at 600 kV/cm, where equation (2) gives \(kT_e=5.3\) eV, and the confined case at 200 kV/cm. Like the formula, these solutions leave out the acoustic energy loss. The agreement tests the mathematics of the parabolic model and does not describe a device.

## At fields of practical size

The velocity gain falls steadily with field:

| Field (kV/cm) | Velocity gain | Lower-pair share |
|---|---|---|
| 1 | 2.33 | 0.99 |
| 20 | 1.45 | 0.88 |
| 50 | 1.16 | 0.66 |
| 100 | 1.06 | 0.48 |

At 20 kV/cm much of the gain has gone although 88 per cent of the electrons are still in the lower pair. The field scale \(v_s/\mu\) suggests why. It is \(1.38\times10^7/790\approx17\) kV/cm without strain and \(1.38\times10^7/1919\approx7\) kV/cm with it. At 20 kV/cm the strained electrons have already reached 81 per cent of the plateau velocity, the unstrained ones only 56 per cent.

At 100 kV/cm the velocities are \(1.26\times10^7\) and \(1.33\times10^7\) cm/s. The f-type rate is 23.2 per ps in both cases, so the channel that strain closed at low field is open again. That the two rates are so nearly equal is partly accidental, because the strained electrons are also hotter. The mean kinetic energy of the strained electrons, 0.321 eV, corresponds to \(kT_e\approx\tfrac23(0.321)=0.214\) eV. A common Maxwellian would then put \(1/(1+2e^{-0.150/0.214})=0.50\) of them in the lower pair, close to the calculated 0.48. Since this exceeds one third, a small mass advantage remains.

Confined electrons would reach \(1.50\times10^7\) cm/s at this field, a gain of 1.19. This exceeds the plateau value 1.09 because the unstrained electrons are still 9 per cent below their own plateau, while the confined ones are within 1 per cent of theirs. Repopulation and the reopened f-channel together reduce the gain from 1.19 to 1.06.

At 100 kV/cm a Monte Carlo simulation that does not assume weak anisotropy gives velocities lower by 2 to 3 per cent without strain and 1 to 2 per cent with it, and a gain of 1.07. The small gain at this field does not rest on that approximation. At lower fields the approximation is rougher: at 20 kV/cm the full angular treatment lowers the velocities by about 7 and 4 per cent and gives a gain near 1.50 instead of 1.45.

## A second case: current along the strain axis

Now let the current flow along \(z\) in the same strained crystal. The lower pair presents its heavy mass, while \(\tau(E)\) is unchanged because scattering is isotropic in the scaled coordinates. For confined electrons the mobility ratio is

\[
\frac{0.270}{0.9}\times1.82=0.55,
\]

so strain lowers the mobility. The plateau ratio without repopulation is \(\sqrt{0.30\times30.5/34.5}=0.52\). The square root softens the mass penalty, but the longer scattering time no longer compensates for it. In this direction repopulation does all the work of restoring \(v_s\): without it the plateau ratio is no better than the mobility ratio, while equation (3) again gives a ratio of 1 when \(kT_e\gg\Delta\). That limit is approached slowly: the energy equations give a velocity ratio of only 0.59 at 20 kV/cm and 0.81 at 100 kV/cm for current along \(z\). The small effect of confinement on \(v_s\) found above therefore belongs to in-plane current, not to strain in general.

## Consequence for the calculation, and its limits

For in-plane current, the mobility should carry the full strain factor, and \(v_s\) should stay near its relaxed value. The velocity gain of 5 to 7 per cent at 100 kV/cm is not a reason to raise \(v_s\): equation (3) gives the same plateau with and without strain when \(kT_e\gg\Delta\), and at 100 kV/cm the strained electrons are closer to it. The limit itself is not reached in a device: at 100 kV/cm \(kT_e\) is only about \(1.4\Delta\), and \(kT_e\gg\Delta\) needs fields near or above the breakdown field of silicon, roughly 300 kV/cm. The direct support is the calculated gain, which keeps falling, to 1.02 at 200 kV/cm. A velocity–field curve that starts with slope \(\mu\) and levels off at \(v_s\) already produces a gain at finite field from the larger \(\mu\). How much depends on its shape: for \(v=\mu F/[1+(\mu F/v_s)^\beta]^{1/\beta}\) with the same \(v_s=1.38\times10^7\) cm/s, the gain at 100 kV/cm is 1.10 for \(\beta=1\) and 1.01 for \(\beta=2\), against 1.06 in the model. Raising \(v_s\) by the full finite-field gain would count twice the part that the curve already supplies. Multiplying \(v_s\) by 2.4 would treat the scattering time as if it acted on the plateau, where its overall scale cancels.

Several conditions limit this advice:

- **Splitting.** A larger \(\Delta\) delays repopulation to higher fields and keeps more of the confined gain.
- **Band structure.** At mean energies near 0.3 eV, nonparabolicity is no longer negligible. It is left out, as are higher bands and impact ionization. With a nonparabolicity of 0.5 eV⁻¹ and the same couplings, both velocities at 100 kV/cm fall by about 17 per cent and the flat plateau of equation (3) gives way to a slow decline at higher field, while the gain stays near 1.06.
- **Other scattering.** Additional elastic scattering with a rate proportional to \(\sqrt E\) would add to \(B\) but not to \(S\), and so lower \(v_s\). Scattering by charged impurities weakens as the energy rises, so it affects the mobility much more than the plateau.
- **Short channels.** At 100 kV/cm the unstrained electrons hold 0.280 eV and lose 1.256 eV/ps, which gives an energy relaxation time of about 0.2 ps. At the plateau velocity this corresponds to roughly 25 to 30 nm. In a channel not much longer than that, the steady balance \(eFv=P\) is not established locally, and \(v_s\) does not by itself fix the carrier velocity.

The values of the main in-plane calculation are in the numerical output below. In its field table, "v0" and "vs" are the unstrained and strained drift velocities; "vs" there is not the saturation velocity \(v_s\).

## Values computed for the example and the checks

```
INPUTS (round model parameters)
masses light, heavy: 0.2, 0.9 electron masses
phonons f, g: 50, 60 meV
acoustic quantum: 4 meV
valley splitting: 150 meV
thermal energy at 300 K: 25.85 meV
acoustic coupling: 1.5e+13 s^-1 eV^-1/2
f coupling per final valley: 1.0e+13 s^-1 eV^-1/2
g coupling: 2.0e+13 s^-1 eV^-1/2
phonon numbers f, g: 0.1690, 0.1089
LOW FIELD
mobility unstrained: 790 cm^2/(V s)
mobility strained: 1919 cm^2/(V s)
mobility confined: 1939 cm^2/(V s)
conduction mass unstrained: 0.270 electron masses
mobility gain strained: 2.430
mobility gain confined: 2.456
mass factor: 1.350
remaining time factor, strained: 1.800
mean time unstrained: 0.1212 ps
mean time confined: 0.2205 ps
lower-pair share, strained: 0.9940
f-type rate unstrained: 3.972 ps^-1
f-type rate strained: 0.136 ps^-1
FIELD kV/cm: v0, vs in 1e7 cm/s; vs/v0; lower-pair share
1: 0.0780, 0.1820; 2.333; 0.994
5: 0.3313, 0.6618; 1.997; 0.986
20: 0.7693, 1.1164; 1.451; 0.883
50: 1.0786, 1.2505; 1.159; 0.659
100: 1.2560, 1.3255; 1.055; 0.484
AT 100 kV/cm
unstrained: mean kinetic energy 0.280 eV
unstrained: f-type rate 23.18 ps^-1
unstrained: total rate 40.63 ps^-1
unstrained: energy loss 1.256 eV/ps
strained: mean kinetic energy 0.321 eV
strained: f-type rate 23.19 ps^-1
strained: total rate 42.38 ps^-1
strained: energy loss 1.325 eV/ps
confined velocity: 1.4960 1e7 cm/s
confined/unstrained velocity: 1.191
couplings doubled, mobility ratio: 0.500
couplings doubled, velocity ratio: 0.859
MONTE CARLO AT 100 kV/cm
unstrained: 1.2264 +- 0.0026 1e7 cm/s
strained: 1.3087 +- 0.0026 1e7 cm/s
velocity gain: 1.067
lower-pair share, strained: 0.493
HOT LIMIT: formula, solution in 1e7 cm/s; formula kT_e in eV
unstrained, 600 kV/cm: 1.3803, 1.3758; 5.26
strained, 600 kV/cm: 1.3803, 1.3784; 5.26
confined, 200 kV/cm: 1.5087, 1.5048; 4.97
confined/unstrained limit, formula: 1.093
```
